Why diffuse Gaussians make coupled-cluster energies irregular in solids

Q: I took a Gaussian basis with diffuse functions that works well for a molecule and used it for a crystal. The program reports near linear dependence. How can well-behaved functions become dependent just because they are repeated on a lattice?

A: Look at one diffuse s function per cell. I use Hartree atomic units, dimension d, cell volume Ω, lattice vectors R and reciprocal vectors G. The normalized function is

g(r) = (2α/π)^(d/4) exp(−αr²).

For the overlap of two copies a distance R apart, complete the square:

αr² + α|r−R|² = 2α|r−R/2|² + αR²/2.

The integral over r gives (π/2α)^(d/2), which cancels the normalization, so the overlap is exp(−αR²/2). A crystal calculation uses Bloch sums φ_k(r) = Σ_R e^{ik·R} g(r−R). Their overlap per cell is

S(k) = Σ_R e^{ik·R} exp(−αR²/2).

For large α the term R = 0 dominates and S(k) → 1. For small α many terms contribute, and away from k = 0 they nearly cancel, so the sum is better done in reciprocal space. Poisson's formula says Σ_R f(R) = Ω⁻¹ Σ_G ∫ f(r) e^{iG·r} dr. Here f(r) = exp(ik·r − αr²/2). With q = k+G,

iq·r − αr²/2 = −(α/2)(r − iq/α)² − q²/2α,

and the remaining Gaussian integral is (2π/α)^(d/2). Therefore

S(k) = (2π/α)^(d/2) Ω⁻¹ Σ_G exp(−|k+G|²/2α).

For small α the shortest vectors k+G dominate. If M of them are equally short, and k lies in the first Brillouin zone,

S(k) ≈ M (2π/α)^(d/2) Ω⁻¹ exp(−k²/2α).

The fall is exponential in 1/α, not in α, and is fastest at the zone corner farthest from Γ. At Γ itself k = 0, and S grows as α^(−d/2).

Q: How bad is it for ordinary-looking numbers?

A: Take an fcc lattice with cubic constant 8 bohr, so Ω = 8³/4 = 128 bohr³. The farthest corner is W, with |k| = 0.878 bohr⁻¹ and M = 4. For α = 0.05 the prefactor (2π/α)^(3/2)/Ω is 11.0, which is also S(Γ). The exponent is 0.878²/0.10 = 7.71, so

S(W) ≈ 4 × 11.0 × e^(−7.71) ≈ 0.020.

At α = 0.02, S(W) has dropped to 7.4×10⁻⁷ while S(Γ) has risen to 43.5.

Q: If the function has almost no norm at W, surely it can be thrown away?

A: A small norm says nothing about the shape of the function after normalization. The Fourier form of the Bloch sum is

φ_k(r) ∝ Σ_G exp(−|k+G|²/4α) e^{i(k+G)·r}.

Divide by the norm and let α become small: what remains is the plane wave with the shortest k+G, or an equal-weight sum of such waves if several are equally short. Its kinetic energy is k²/2. For a chain with a = 4 bohr and α = 0.02, the normalized function at the zone edge k = π/a has kinetic energy 0.308 hartree, equal to (π/4)²/2. That is a legitimate orbital.

Q: My basis also has compact functions. Do they not stabilize the overlap matrix?

A: They cannot raise its lowest eigenvalue above S_diffuse(k), the overlap of the diffuse function alone. The lowest eigenvalue λ_min is the minimum of c†Sc over unit vectors c, and one allowed c contains just the diffuse function.

There is a sharper result. Let s = S_diffuse(k), let S_c be the overlap matrix of the compact functions, and let b hold their overlaps with the normalized diffuse function w_k. The full matrix has blocks S_c, √s b, √s b† and s. Subtracting b†S_c⁻¹√s times the upper rows from the last row leaves the determinant unchanged and makes the matrix block triangular:

det S = det S_c · s(1 − b†S_c⁻¹b).

As s → 0 the other eigenvalues tend to those of S_c, whose product is det S_c. If S_c is well conditioned, division gives

λ_min → s(1 − ‖P_c w_k‖²),

where P_c projects on the compact span. The factor in parentheses is at most 1, so the compact functions make matters worse to the extent that they already describe the wave; in the example that follows they describe most of it.

For the chain with a = 4 bohr, put an s and a p function of exponent 0.5 in each cell and add a diffuse s. The part of the edge wave outside the compact span is 0.00714. At α = 0.02, s = 1.779×10⁻⁶, and the product is 1.27×10⁻⁸, in agreement with diagonalization.

Q: Then Γ is safe, at least?

A: With one diffuse s function, yes in this example: λ_min at Γ is 0.11 for α = 0.05. With several it is not. Expand each Bloch sum in normalized plane waves and collect the complex conjugates of the coefficients for one wave in a vector c(k+G). Then

S(k) = Σ_G c(k+G) c(k+G)†.

With n functions, choose n−1 waves. Some unit vector x is orthogonal to their n−1 coefficient vectors, so those waves drop out of x†Sx. The Cauchy–Schwarz inequality bounds the rest:

λ_min(k) ≤ x†S(k)x ≤ Σ_{other G} |c(k+G)|².

For two diffuse s functions at Γ, leave out G = 0. Every remaining term contains exp(−G²/2α) and is tiny: both functions look like the same constant. With exponents 0.10 and 0.05 on this chain the bound is 1.7×10⁻⁵ and the eigenvalue is 1.0×10⁻⁵.

Q: My program "removes linear dependencies". What does it remove?

A: In canonical orthogonalization one solves S v_i = λ_i v_i and forms

u_i = λ_i^(−1/2) Σ_μ v_{μi} φ_μ.

These are orthonormal, since v_i†S v_j/√(λ_iλ_j) = δ_ij. Functions with λ_i below a threshold τ are dropped, because the factor 1/√λ_i magnifies numerical errors.

What is dropped is a combination of Bloch sums, and its shape can be quite unlike that of the diffuse function. At the edge of our chain the p Bloch sum is odd and does not mix with the two s sums. The diffuse s is nearly cos(πx/a); the compact s is mainly the same wave with a little cos(3πx/a). Together they nearly span both waves. The large-eigenvalue combination takes mostly the first, so the small-eigenvalue one is left with mostly the second. For α = 0.05 the removed function is 99.3% cos(3πx/a), with kinetic energy 2.76 hartree. It is a short wave, available to correlated electrons. The kept combination is almost exactly the compact s, because the diffuse sum enters it with a small coefficient, has a small norm and has nearly the same shape. At this k, thresholding therefore has nearly the same effect as deleting the diffuse function: what is lost is the part of it that the compact s cannot supply.

Q: Why should that make the correlation energy jump, rather than just shift it?

A: Because the decision is yes or no. For real orbitals and a closed-shell Hartree–Fock reference, the CCSD correlation energy is

E_c = Σ_{ijab} [2(ia|jb) − (ib|ja)] (t_ij^ab + t_i^a t_j^b),

with i, j occupied and a, b virtual. The eigenvalue λ_min(k) varies smoothly with the lattice constant. When it crosses τ, a whole function enters or leaves, the amplitudes are solved in a different space, and the occupied orbitals readjust. The Hartree–Fock minimum cannot fall when a function is removed, because the search space is smaller. The CCSD correlation energy has no such bound.

To see the size, give the chain two electrons per cell, repulsion exp(−|x|), and a nucleus of charge 2 per cell that attracts by the same law. The constant nuclear repulsion is omitted; it does not enter E_c. I keep α = 0.05, set τ = 10⁻⁴, and use N = 6 k-points, k = 2πj/(Na). The edge eigenvalue crosses τ at a = 4.036 bohr. Increasing a across this point raises the number of functions from 17 to 18 and changes the energies per cell by

ΔE_c = −111 microhartree, ΔE_HF = −816 microhartree.

Over the same step of 2×10⁻⁵ bohr, E_c in the full span changes by −0.006 microhartree. The correlation jump is about 0.8% of E_c, but it ruins derivatives. A difference quotient over a step δ contains the term jump/δ, which diverges as δ → 0. Between 4.0 and 4.1 bohr the slope of E_c is −0.00027 hartree/bohr in the full span and −0.00127 with thresholding.

Q: So the error is worst where the overlap eigenvalue is smallest?

A: For the total energy of this chain, yes; for the correlation energy alone, no. With six k-points, thresholding raises the Hartree–Fock energy per cell by 0.92 millihartree at 4.0 bohr, 1.54 at 3.8 and 2.26 at 3.6, while the eigenvalue falls farther below τ. The error in E_c shrinks over the same range, from 100 to 46 to 3 microhartree, but only because it is about to change sign: at 3.4 bohr it is −26 microhartree. A small error in E_c therefore does not show that the removed function was unimportant. Nor does the overlap eigenvalue by itself measure energetic importance, since it contains nothing of the Hamiltonian.

Q: I also see a zigzag when I refine the k-mesh. Is that the threshold too?

A: In part. At a = 3.8 bohr, meshes with even N contain the zone edge and lose one function; odd meshes from 3 to 7 lose none. The resulting errors in E_c for N = 4, 6 and 8 are 68.5, 46.0 and 34.1 microhartree. Multiplied by N they give 274, 276 and 273, as expected when one k-point out of N is affected. This decay need not continue to zero. The part of the zone with λ_min < τ is finite, 7% at 3.8 bohr and 12% at 3.6 bohr, so on a dense mesh the number of affected k-points grows in proportion to N, and the separate jumps can merge into a bias that depends on a.

But the full span zigzags as well. From N = 7 to 8, E_c changes by 100 microhartree in the full span, 134 with thresholding, and 0.1 in the compact basis. The diffuse function causes the alternation, and removal enlarges it.

Q: Why would a diffuse function do that when nothing is removed?

A: On the chain let G = 2π/a. Near the edge the normalized diffuse function contains the waves k and k−G, with weights proportional to exp(−k²/2α) and exp(−(k−G)²/2α). Since (k−G)² − k² = 2G(G/2−k), the share of the second is

p = 1/(1 + exp[G(G/2−k)/α]).

It is 0.10 at k = 0.46G, 0.25 at 0.48G and 0.50 at the edge. The switch has a width α/G² = 0.018 in units of G, while the N = 8 mesh has spacing 0.125. The basis changes character between neighbouring mesh points. I conjecture that this is why the full-span energy converges slowly; the compact control identifies the function responsible, not this mechanism.

Q: Should I lower the threshold, or delete the diffuse functions?

A: Lowering τ shrinks the affected region, but each index transformed to the orthonormal basis carries a factor λ^(−1/2). An error ε in a one-electron integral (two indices) can therefore become of order ε/λ, and in a two-electron integral (four indices) of order ε/λ². With λ = 1.3×10⁻⁸, an error of 10⁻¹⁰ hartree in a one-electron integral could grow to about 0.008 hartree; the same error in a two-electron integral could, in the worst case, be magnified by a further factor 1/λ and leave that integral meaningless. Keeping a fixed number of functions at each k gives a smoothly varying span as long as a gap separates the kept eigenvalues from the dropped ones, but what was dropped is still missing.

Deleting the diffuse function makes the mesh convergence regular, not the answer complete: at N = 8 the compact basis gives E_c = −0.0101 hartree per cell, against −0.0134 in the full span. The better course is to choose exponents for the solid, checking λ_min(k) over the whole zone and over the range of lattice constants needed. On this chain at 3.8 bohr, replacing the diffuse exponent 0.05 by 0.2 keeps λ_min above 10⁻³ throughout the zone. With N = 6 it gives E_c = −0.01337 hartree per cell, against −0.01339 with exponent 0.05, and a Hartree–Fock energy 0.6 millihartree higher. The agreement in E_c is less close on odd meshes (at N = 7 the values are −0.01340 and −0.01352), but the zigzag is much smaller: from N = 7 to 8, E_c changes by 15 microhartree instead of 100.

Q: How far would you trust these magnitudes for a real crystal?

A: The overlap formulas hold for any lattice of such Gaussians. The energies belong to this model: one dimension, a short-range force, and three functions per cell, so that losing one may matter more than in a large basis. CCSD also leaves out connected triple and higher excitations. The threshold mechanism needs none of these simplifications: an eigenvalue crosses τ, and the removed function contributes to the energy. The numerical output below lists the overlaps, the correlation energies and the mesh dependence.

Computed values

```
fcc model, a = 8.0 bohr, |k_W| = 0.8781 1/bohr
alpha 0.20: S(W) 8.408e-01, leading term 8.006e-01, S(Gamma) 1.501
alpha 0.10: S(W) 3.301e-01, leading term 3.294e-01, S(Gamma) 3.894
alpha 0.05: S(W) 1.972e-02, leading term 1.972e-02, S(Gamma) 11.005
alpha 0.02: S(W) 7.394e-07, leading term 7.394e-07, S(Gamma) 43.503
chain, a = 4.0 bohr, compact s,p exponent 0.5 + diffuse s
alpha 0.20: S_diffuse(edge) 5.995e-01, lambda_min edge 2.514e-03, Gamma 6.290e-02
alpha 0.10: S_diffuse(edge) 1.814e-01, lambda_min edge 1.091e-03, Gamma 1.007e-01
alpha 0.05: S_diffuse(edge) 1.174e-02, lambda_min edge 8.282e-05, Gamma 1.131e-01
alpha 0.02: S_diffuse(edge) 1.779e-06, lambda_min edge 1.270e-08, Gamma 1.247e-01
part of edge wave outside compact span: 0.00714
kinetic energy of normalized diffuse edge function: 0.3084 hartree
two diffuse s (0.10, 0.05) at Gamma: lambda_min 1.014e-05, bound 1.738e-05
removed edge function: weight of cos(3 pi x/a) 0.9930, kinetic 2.759 hartree
one cell: CCSD -1.7343519, exact diagonalization -1.7343519 hartree
tau 1e-04: crossing at a = 4.03641 bohr; step across it 2e-05 bohr
change across it, microhartree/cell: CCSD corr. -110.532, HF -815.586
same step, full span: CCSD corr. -0.006 microhartree/cell
N = 6: a (bohr), kept/all, E_corr full, thresholded (hartree/cell)
3.6  17/18  -0.0132393  -0.0132360
3.7  17/18  -0.0133220  -0.0132989
3.8  17/18  -0.0133892  -0.0133432
3.9  17/18  -0.0134420  -0.0133703
4.0  17/18  -0.0134813  -0.0133815
4.1  18/18  -0.0135082  -0.0135082
4.2  18/18  -0.0135237  -0.0135237
4.3  18/18  -0.0135292  -0.0135292
4.4  18/18  -0.0135260  -0.0135260
slope 4.0 to 4.1 bohr: full -0.000268, thresholded -0.001267 hartree/bohr
a = 3.6 bohr: part of zone with lambda_min < tau: 0.1244
a = 3.8 bohr: part of zone with lambda_min < tau: 0.0707
k = 0.46 G: weight of wave k-G in diffuse function 0.1009
k = 0.48 G: weight of wave k-G in diffuse function 0.2509
k = 0.50 G: weight of wave k-G in diffuse function 0.5000
switching width alpha/G^2 = 0.0183 of the zone; N=8 mesh spacing 0.1250
N, kept/all, E_corr full, thresholded, compact basis (hartree/cell)
3  9/9  -0.0138152  -0.0138152  -0.0101401
4  11/12  -0.0132961  -0.0132276  -0.0101030
5  15/15  -0.0135449  -0.0135449  -0.0100889
6  17/18  -0.0133892  -0.0133432  -0.0100894
7  21/21  -0.0135247  -0.0135247  -0.0100888
8  23/24  -0.0134247  -0.0133906  -0.0100889
size of change N=7 to 8, microhartree/cell:
full 100.007, thresholded 134.072, compact 0.107
```
